\section*{Fuchs–Sondheimer film resistivity: integral, thick limit and logarithmic thin limit}

\section{Which formula to use}

A calculation of the resistance of a metal film must choose between a one-line correction to the bulk resistivity and an integral over electron directions. Two numbers decide: the ratio $\kappa=d/l$ of film thickness to bulk mean free path, and the fraction $p$ of electrons that the surfaces reflect specularly. Within the model below:
\begin{itemize}
\item For $a=3(1-p)/(8\kappa)\ll1$ and $\kappa$ of several units, use $\rho/\rho_0=1+a$. It is low by about $a^2$, in units of the bulk resistivity $\rho_0$.
\item For $\kappa\ll1-p$, use the logarithmic law \eqref{eq:thin} with its constant $B_p$. The logarithm alone can be wrong by tens of per cent, and by more when $p$ is close to one.
\item Otherwise, evaluate the integral \eqref{eq:F}. It is cheap enough to serve as the default.
\end{itemize}

\section{Kinetic equation and surfaces}

The film fills $0<z<d$, with a weak static field $\mathcal E$ along $x$. The electrons have charge $-e$, a spherical Fermi surface with speed $v_F$, and one relaxation time $\tau$, so that $l=v_F\tau$. The gas is degenerate. Write the distribution as $f_0+(-\partial f_0/\partial\varepsilon)\,\phi$. To first order in the field, the steady Boltzmann equation reads
\begin{equation}
v_z\frac{\partial\phi}{\partial z}+e\mathcal E v_x=-\frac{\phi}{\tau}.
\end{equation}
The sign of the field term comes from the force $-e\mathcal E$ multiplying $v_x\,\partial f_0/\partial\varepsilon$. Far from any surface $\phi=-e\mathcal E\tau v_x$. Let $g$ be the ratio of $\phi$ to this bulk value, $\zeta=z/l$ and $\mu=|v_z|/v_F$. For electrons moving up ($+$) and down ($-$),
\begin{equation}
\pm\mu\frac{dg_\pm}{d\zeta}+g_\pm=1. \label{eq:kin}
\end{equation}

Specular reflection reverses $v_z$ and keeps $v_x$, so it passes on $g$. Diffuse reflection sends electrons out with no memory of $v_x$, hence with no drift. It needs no compensating change of density either, because the incoming $\phi$ is proportional to $v_x$ and averages to zero over azimuth. With the same $p$ at both surfaces and at all angles,
\begin{equation}
g_+(0)=p\,g_-(0),\qquad g_-(\kappa)=p\,g_+(\kappa).
\end{equation}
The general solutions of \eqref{eq:kin} are $g_+=1-Ae^{-\zeta/\mu}$ and $g_-=1-Be^{-(\kappa-\zeta)/\mu}$. With $E=e^{-\kappa/\mu}$ the boundary conditions become
\begin{equation}
1-A=p(1-BE),\qquad 1-B=p(1-AE).
\end{equation}
Subtracting them gives $(A-B)(1+pE)=0$, so $A=B$, and either one then gives
\begin{equation}
A=\frac{1-p}{1-pE}.
\end{equation}
For $p=1$ the amplitude $A$ vanishes and the film conducts like the bulk at any thickness.

\section{Conductivity of the film}

The current density is proportional to the average of $v_x^2g$ over the Fermi sphere. The azimuthal average of $v_x^2$ is $v_F^2(1-\mu^2)/2$, and its full average is $v_F^2/3$. The two directions of $v_z$ contribute equally after averaging over thickness, so the thickness-averaged conductivity $\sigma$, relative to the bulk value $\sigma_0$, is
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)\,\bar g\,d\mu,\qquad
\bar g=1-\frac A\kappa\int_0^\kappa e^{-\zeta/\mu}d\zeta
=1-\frac{A\mu}{\kappa}(1-E).
\end{equation}
As a function of $t=\kappa/\mu$, the path length of one crossing in units of $l$, this is
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)F(\kappa/\mu)\,d\mu,\quad
F(t)=1-\frac{(1-p)(1-e^{-t})}{t(1-pe^{-t})}. \label{eq:F}
\end{equation}
Since $\tfrac32\int_0^1(1-\mu^2)d\mu=1$, an equivalent form is
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{2\kappa}\int_0^1(\mu-\mu^3)\frac{1-E}{1-pE}\,d\mu. \label{eq:fs}
\end{equation}
In code, \eqref{eq:F} with $\mu=e^{-y}$ resolves small angles well, and $1-e^{-t}$ should come from a routine that is accurate at small $t$. As a test, \eqref{eq:kin} was discretized with its boundary conditions and solved as a linear system for $\kappa=0.3$ and $2$ and $p=0$, $0.5$ and $0.9$. The largest difference from \eqref{eq:F} in $\sigma/\sigma_0$ was $1.5\times10^{-7}$.

\section{Thick films}

Separate the part of the integrand that survives when $E\to0$:
\begin{equation}
\frac{1-E}{1-pE}=1-\frac{(1-p)E}{1-pE}.
\end{equation}
With $\int_0^1(\mu-\mu^3)d\mu=\tfrac14$, equation \eqref{eq:fs} becomes
\begin{equation}
\frac{\sigma}{\sigma_0}=1-a+R,\quad a=\frac{3(1-p)}{8\kappa},\quad
R=\frac{3(1-p)^2}{2\kappa}\int_0^1\frac{(\mu-\mu^3)E}{1-pE}\,d\mu. \label{eq:split}
\end{equation}
Because $E\le e^{-\kappa}$ and $(1-p)/(1-pE)\le1$, the remainder satisfies $0<R<a\,e^{-\kappa}$ for $p<1$. The conductivity therefore has no further inverse powers of $\kappa$. The resistivity acquires them through the inversion:
\begin{equation}
\frac{\rho}{\rho_0}=\frac1{1-a+R}=1+\frac{3(1-p)}{8}\frac ld+a^2+O(\kappa^{-3}). \label{eq:thick}
\end{equation}

Multiplying $\sigma/\sigma_0\simeq1-a$ by $d$ gives a physical reading. The film conducts like bulk metal of thickness $d-3(1-p)l/8$, as if each surface carried a dead layer of thickness $3(1-p)l/16$. Also, the first-order increase $\rho-\rho_0=3(1-p)\rho_0l/(8d)$ contains $\rho_0$ and $l$ as a product, from which $\tau$ cancels. At fixed $p$ and electron density it does not depend on bulk purity. Data in this regime determine $(1-p)\rho_0l$, not $p$ and $l$ separately.

\section{Thin films}

\subsection{Expansion in the number of crossings}

For $p<1$ expand $E/(1-pE)=\sum_{n\ge1}p^{n-1}E^n$ in $R$. Define
\begin{equation}
\Delta(x)=\int_0^1(\mu-\mu^3)e^{-x/\mu}d\mu=E_3(x)-E_5(x),\quad
E_m(x)=\int_1^\infty\frac{e^{-xu}}{u^m}du,
\end{equation}
where the substitution $\mu=1/u$ gives the exponential integrals $E_m$. Then
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{8\kappa}
+\frac{3(1-p)^2}{2\kappa}\sum_{n=1}^\infty p^{n-1}\Delta(n\kappa). \label{eq:series}
\end{equation}

To expand $\Delta$ at small $x$, use $E_m'=-E_{m-1}$, which gives $\Delta''=E_1-E_3$. Splitting the integral for $E_1$ gives
\begin{equation}
E_1(x)=-\gamma-\ln x+\int_0^x\frac{1-e^{-s}}{s}ds=-\gamma-\ln x+x+O(x^2),
\end{equation}
with Euler's constant $\gamma=\int_0^1(1-e^{-s})ds/s-\int_1^\infty e^{-s}ds/s\simeq0.577$. Also $E_3(0)=\tfrac12$ and $E_3'(0)=-E_2(0)=-1$. Hence
\begin{equation}
\Delta''(x)=-\gamma-\tfrac12-\ln x+2x+O(x^2\ln x).
\end{equation}
Integrate twice with $\Delta(0)=\tfrac14$ and $\Delta'(0)=-(1-\tfrac13)=-\tfrac23$. The double integral of $-\ln x$ is $-\tfrac12x^2\ln x+\tfrac34x^2$, so
\begin{equation}
\Delta(x)=\frac14-\frac{2x}3+\frac{x^2}2(1-\gamma-\ln x)+\frac{x^3}3+O(x^4\ln x). \label{eq:delta}
\end{equation}

\subsection{Summation}

The sums $S_k=\sum_{n\ge1} n^kp^{n-1}$ follow from $S_0=1/(1-p)$ and $S_{k+1}=d(pS_k)/dp$:
\begin{equation}
S_1=\frac1{(1-p)^2},\quad S_2=\frac{1+p}{(1-p)^3},\quad S_3=\frac{1+4p+p^2}{(1-p)^4}.
\end{equation}
Insert \eqref{eq:delta} with $x=n\kappa$ into \eqref{eq:series}. The first term gives $+3(1-p)/(8\kappa)$ and the second gives $-1$. They cancel the two terms outside the sum. What remains is
\begin{align}
\frac{\sigma}{\sigma_0}&=\frac{3\kappa}4\,\frac{1+p}{1-p}\left[\ln\frac1\kappa+B_p\right]
+\frac{\kappa^2(1+4p+p^2)}{2(1-p)^2}+O(\kappa^3\ln\kappa), \label{eq:thin}\\
B_p&=1-\gamma-\frac{(1-p)^3}{1+p}\sum_{n\ge2}n^2\ln n\;p^{n-1}.
\end{align}
Term-by-term use of \eqref{eq:delta} is allowed at fixed $p<1$. Its remainder is bounded for all $x>0$ by a constant times $x^4(1+|\ln x|)$, and the factor $p^{n-1}$ makes the sum of these bounds converge. Terms up to $n\sim1/(1-p)$ matter, so the expansion requires $\kappa\ll1-p$.

\subsection{Origin of the logarithm}

For $t\ll1-p$, expand numerator and denominator of $F$ to first order:
\begin{equation}
F(t)\simeq1-\frac{1-t/2}{1+pt/(1-p)}\simeq\frac t2\,\frac{1+p}{1-p}.
\end{equation}
With $t=\kappa/\mu$, the contribution of directions with $\kappa/(1-p)\ll\mu\ll1$ is proportional to $d\mu/\mu$. Each decade of $\mu$ adds $\tfrac34\kappa\ln10\,(1+p)/(1-p)$. For $\kappa=10^{-5}$ and $p=0.5$, the decades $10^{-3}$ to $10^{-2}$ and $10^{-2}$ to $10^{-1}$ give $0.994$ and $0.997$ of this value. At still smaller $\mu$, bulk collisions limit the drift. There $F$ cannot exceed one, and this cuts the logarithm off. Electrons moving nearly parallel to the film thus carry much more than their bulk share of the current.

\section{Nearly specular surfaces}

The limits $p\to1$ and $\kappa\to0$ do not commute. When both $\kappa$ and $1-p$ are small, keep $s=(1-p)/\kappa$ fixed. For $t\ll1$ the denominator in $F$ is $1-pe^{-t}\simeq(1-p)+t$, so $F\simeq t/(t+1-p)=1/(1+s\mu)$. Directions with $\mu\lesssim\kappa$, where $t$ is not small, carry a weight of order $\kappa$ and are dropped. Then
\begin{align}
\frac{\sigma}{\sigma_0}&\simeq\frac32\int_0^1\frac{1-\mu^2}{1+s\mu}\,d\mu \nonumber\\
&=\frac32\left[\left(\frac1s-\frac1{s^3}\right)\ln(1+s)-\frac1{2s}+\frac1{s^2}\right]. \label{eq:cross}
\end{align}
The second line uses $\int_0^1\mu^2d\mu/(1+s\mu)=1/(2s)-1/s^2+\ln(1+s)/s^3$. In this regime the surfaces act as an added collision rate $(1-p)|v_z|/d$.

For $p=0.99$ and $\kappa=0.01$, $s=1$ and \eqref{eq:cross} gives $0.750$. The full integral gives $0.749$. The leading logarithm gives $6.9$, which is impossible because $\sigma\le\sigma_0$. Code that switches formulas on $\kappa$ alone will fail here.

\section{Example: aluminium films}

Take aluminium as a free-electron metal with three electrons per atom, a lattice constant set to $0.405$ nm for this example (the measured value is about $0.4$ nm) and a rough room-temperature resistivity $\rho_0=2.7\ \mu\Omega\,$cm. Four atoms per cubic cell give $n=12/(0.405\ \mathrm{nm})^3=180.6\ \mathrm{nm}^{-3}$ and $k_F=(3\pi^2n)^{1/3}=17.49\ \mathrm{nm}^{-1}$. From $\rho_0=m/(ne^2\tau)$ and $mv_F=\hbar k_F$,
\begin{equation}
\rho_0l=\frac{\hbar k_F}{ne^2}=3.98\times10^{-16}\ \Omega\,\mathrm m^2,\qquad
l=\frac{3.98\times10^{-16}}{2.7\times10^{-8}}\ \mathrm m=14.7\ \mathrm{nm}.
\end{equation}

\subsection{Warm films}

For $d=30$ nm, $\kappa=2.04$. With diffuse surfaces $a=0.375/2.04=0.184$, so the thick formula gives $\rho/\rho_0=1.184$. The integral gives $1.217$, or $3.3\ \mu\Omega\,$cm. With $\rho_0$ and $l$ held fixed:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & $p$ & $\rho/\rho_0$, integral & $1+a$\\
100 & 0 & 1.058 & 1.055\\
100 & 0.5 & 1.028 & 1.028\\
30 & 0 & 1.217 & 1.184\\
30 & 0.5 & 1.099 & 1.092\\
10 & 0 & 1.682 & 1.552\\
10 & 0.5 & 1.302 & 1.276
\end{tabular}
\end{center}
At 100 nm and $p=0$ the shortfall of $0.003$ is the term $a^2=0.055^2$ in \eqref{eq:thick}. At 10 nm and $p=0$ the thick formula is low by 8\% of the integral's value, although $\kappa=0.68$ lies outside its regime. The reason is a partial cancellation: dropping $R$ in \eqref{eq:split} but keeping the inversion would give $1/(1-0.552)=2.23$, which is much worse. The linear form is therefore the safer approximation for this film.

\subsection{A cold, pure film}

Now choose $l=10\ \mu$m and $d=100$ nm, so $\kappa=0.01$ and $\rho_0=0.0040\ \mu\Omega\,$cm. For $p=0$, $B_0=1-\gamma=0.423$ and
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq0.0075\,(4.605+0.423)=0.0377.
\end{equation}
The integral gives $0.0378$, hence $\rho/\rho_0=26$ and $\rho=0.105\ \mu\Omega\,$cm. For $p=0.5$, $B_p=-0.873$ and the same expression gives $0.0225\,(4.605-0.873)=0.0840$, against $0.0846$ from the integral. The $\kappa^2$ term in \eqref{eq:thin}, $6.5\times10^{-4}$, accounts for this difference to within a few per cent. The logarithm alone is 9\% low for $p=0$ and 22\% high for $p=0.5$, relative to the integral. For $p=0$, directions with $\mu<0.1$ carry 65\% of the current, against 15\% in the bulk.

\section{What real films change}

The warm parameters are typical of aluminium near room temperature. The cold mean free path implies a bulk resistivity about 680 times below the warm one, which requires very pure metal and is far from typical of deposited films. Polycrystalline films also violate the assumed absence of grain boundaries. As an estimate, take boundaries normal to the current with spacing $D=d$ and a rough reflection probability $r=0.2$ at normal incidence. Model them as thin, weak barriers. An electron meets them at a rate proportional to $c$, and each reflects it with a probability proportional to $1/c^2$, so the added collision rate varies as $1/c$. Here $c=|v_x|/v_F$. For a thin barrier the reflection probability $R$ obeys $R/(1-R)=r/[(1-r)c^2]$. A reflection reverses $v_x$, so for incoherent barriers the velocity correlation falls by a factor $1-2R$ per barrier, which is a relaxation length $D(1-R)/(2R)$ along $x$. The collision rate is then multiplied by $1+\alpha/c$ with $\alpha=2(l/D)\,r/(1-r)$, so $\rho/\rho_0=\left[3\int_0^1c^3dc/(c+\alpha)\right]^{-1}$. For the warm 100 nm film $\alpha=0.074$ and this factor is about $1.1$, an increase nearly twice that from diffuse surfaces. A convention that defines $\alpha$ without the factor of two gives $1.05$ for the same $r$, so fitted values of $r$ depend on the convention. A fit that ignores grains, with $\rho_0$ and $l$ held at their bulk values, would give too small a $p$. If the surfaces are in fact diffuse, the fitted value would even be negative, a sign that surfaces alone cannot explain the resistance. For the cold film $\alpha=50$ and the grain factor is $68$ ($34$ without the factor of two), against the surface factor of $26$ for $p=0$. Since $r$ is only a rough input, this shows that the two are of the same order and no more. Making $\alpha$ small there requires $D\gg5\ \mu$m, that is, grains much wider than the film is thick.

The model also neglects the following effects:
\begin{itemize}
\item \emph{Discrete subbands.} Hard walls restrict $\mu$ to multiples of $\pi/(k_Fd)$. With $k_F$ fixed and $p=0$, replacing the integral by the sum lowers $\sigma$ by 2.3\% for the warm 10 nm film and by 3.5\% for the cold film. The sum lacks the half-interval next to $\mu=0$, where $F\to1$. This removes about $\tfrac34\pi/(k_Fd)$ from $\sigma/\sigma_0$. For the cold film that exceeds the error of \eqref{eq:thin}. The lowest levels are not resolved: their spacing is 11 meV against $\hbar/\tau=90$ meV in the warm film, and 0.11 meV against 0.13 meV in the cold one. These figures therefore estimate the states that a hard wall removes, not an effect of sharp subbands. If the electron density is fixed instead, $k_F$ rises slightly, which offsets about half of the reduction for the warm film but little of it for the cold one.
\item \emph{Mass anisotropy.} A mass along $z$ larger by a factor $1.2$, at fixed Fermi energy and $\tau$, reduces the relative thick-film surface term $a$ by 9\%. The added resistivity $\rho-\rho_0\simeq a\rho_0$ falls by 17\%, because the electron density rises and lowers $\rho_0$ itself by 9\%. The true Fermi surface of aluminium is not a single ellipsoid, so this indicates a scale, not a correction.
\item \emph{Temperature.} At 300 K, $k_BT$ is 0.2\% of the Fermi energy, so the degenerate treatment is adequate.
\item \emph{Small-angle scattering.} At 4.2 K, with a rough sound speed of 6 km/s, a phonon of energy $k_BT$ turns an electron by about $0.005$ rad, and typical thermal phonons carry a few times this energy. Such angles are comparable with $\kappa=0.01$, so one collision can move an electron into or out of the grazing range. A single relaxation time does not describe this, and its effect on $\rho$ is not estimated here.
\end{itemize}
The specularity is itself an input. Real roughness makes it depend on angle, and thick and thin films weight the angles differently, so a $p$ fitted to thick films need not apply to thin ones. The numerical output lists most of the values used here to more digits; its grain factors use $\alpha$ without the factor of two.

\section*{Computed values}
\begin{verbatim}
largest |kinetic solution - integral|: 1.5e-07
Al lattice constant (rough): 0.405 nm
Al warm bulk resistivity (rough): 2.7 microohm cm
electron density: 180.6 nm^-3
Fermi wavenumber: 17.49 nm^-1
Fermi speed: 2.025e+06 m/s; energy: 11.65 eV
rho0 * l: 3.977e-16 ohm m^2
warm mean free path: 14.73 nm
WARM FILMS: rho/rho0 exact, thick formula; rho in microohm cm
d=100 nm kappa=6.789 p=0.0: 1.0585, 1.0552; 2.858
d=100 nm kappa=6.789 p=0.5: 1.0284, 1.0276; 2.777
d=30 nm kappa=2.037 p=0.0: 1.2165, 1.1841; 3.285
d=30 nm kappa=2.037 p=0.5: 1.0995, 1.0921; 2.969
d=10 nm kappa=0.679 p=0.0: 1.6824, 1.5524; 4.542
d=10 nm kappa=0.679 p=0.5: 1.3018, 1.2762; 3.515
COLD FILM: d=100 nm, l=10000 nm, kappa=0.010
cold bulk resistivity: 0.00398 microohm cm
p=0.0: B_p=0.4228, sigma/sigma0=0.03776
  logarithm alone: 0.03454; with B_p: 0.03771
  rho/rho0=26.48; rho=0.1053 microohm cm
p=0.5: B_p=-0.8731, sigma/sigma0=0.08460
  logarithm alone: 0.10362; with B_p: 0.08397
  rho/rho0=11.82; rho=0.0470 microohm cm
current share of mu<0.1, p=0: 0.646; bulk: 0.149
p=0.99, kappa=0.01: exact sigma/sigma0=0.7491, logarithm alone=6.873
decades of mu 1e-3..1e-2, 1e-2..1e-1 over predicted (kappa=1e-5, p=0.5): 0.9944, 0.9973
NEGLECTED EFFECTS
grain reflection (rough): 0.2; grain size = d
grain rho factor alone, warm 100 nm: 1.0545
grain rho factor alone, cold 100 nm: 34.40
warm 10 nm: 55 subbands, lowest mu=0.01796, sum/integral (p=0)=0.9774
cold 100 nm: 556 subbands, lowest mu=0.00180, sum/integral (p=0)=0.9654
thick surface term factor for m_z/m_x=1.2, fixed E_F and tau: 0.9129
k_B T/E_F at 300 K: 0.00222
thermal phonon kick angle at 4.2 K, rough sound speed 6000 m/s: 0.0052 rad
\end{verbatim}
